# Constraint Counting and the Rigidity Threshold of Three-Dimensional Covalent Networks

Amorphous selenium consists largely of chains in which each atom has two covalent bonds. Such a chain can be twisted about its bonds without changing any bond length or bond angle. Adding germanium, with four bonds per atom, ties the chains together and removes these easy motions one after another. When a model of such a glass is prepared on the computer, its composition therefore has a strong influence on whether the covalent network can still be deformed at little cost or is held in place by its own bonds. The question is how many bonds per atom are needed for this.

Consider $N$ atoms joined by $B$ bonds, with $r_i$ bonds at atom $i$. Each bond has two ends, so $\sum_i r_i=2B$, and the mean coordination is $\langle r\rangle=2B/N$. The model keeps the two strongest kinds of covalent force, those against changes of bond lengths and of bond angles. Twisting about bonds and the weak forces between unbonded atoms are left out. All lengths and angles are taken to be at their rest values in the reference structure, so no bond is under stress there. To second order in the displacements, collected in a vector $u$ with $3N$ components, the energy is

$$V=\frac12\sum_c k_c\,(g_c\cdot u)^2,\qquad k_c>0,$$

where $c$ runs over lengths and angles and $g_c$ is the gradient of the length or angle with respect to the atomic positions. For a bond from $i$ to $j$ with unit vector $\hat a$, the change of length is $\hat a\cdot(u_j-u_i)$. For the angle $\theta$ at atom $i$ between bond vectors $a$ and $b$, the change of $\hat a=a/|a|$ is $[\delta a-\hat a(\hat a\cdot\delta a)]/|a|$. Using $\hat a\cdot\hat b=\cos\theta$, and treating $\hat b$ in the same way,

$$\delta\cos\theta=\frac{\hat b-\cos\theta\,\hat a}{|a|}\cdot\delta a+\frac{\hat a-\cos\theta\,\hat b}{|b|}\cdot\delta b .$$

Since $\delta\cos\theta=-\sin\theta\,\delta\theta$, holding the cosine fixed is the same as holding the angle fixed, provided the angle is not straight.

Every term of $V$ is non-negative, so $V=0$ requires $g_c\cdot u=0$ for each $c$. The displacements that cost no energy are those that satisfy all these linear conditions. If $G$ is the matrix whose rows are the $g_c$, their number is

$$F=3N-\operatorname{rank}G .$$

These are the floppy modes, and they have zero vibrational frequency in the model. The values of the force constants do not enter, as long as they are positive. Rigid motions of the whole sample are included in $F$: six for a free cluster that does not lie on a line, and three translations for a connected network that spans a periodic cell of fixed shape in all three directions. In a large sample they are negligible per atom.

The rank can be estimated by counting constraints. Bond lengths are simple: there are $B$ of them, and since each is shared by two atoms, an atom with $r$ bonds accounts for $r/2$.

Angles need more care, because those at one atom are not all independent. An atom with $r\ge2$ bonds has $r$ bond directions, each described by two parameters, hence $2r$ parameters in all. Turning all directions together changes no angle, and such rotations use up three parameters, provided the bonds do not all lie on one line. There are thus at most $2r-3$ independent angles. To see that this number is reached, take two bonds that are not collinear and fix the angle between them, which is one condition. For each further bond, with direction $\hat n$, fix its angles to the first two directions $\hat a$ and $\hat b$. If $\hat a$ and $\hat b$ are held still, a change $\delta\hat n$ must obey

$$\hat a\cdot\delta\hat n=0,\qquad \hat b\cdot\delta\hat n=0,\qquad \hat n\cdot\delta\hat n=0,$$

the last because $\hat n$ remains a unit vector. If the three directions are not coplanar, these equations force $\delta\hat n=0$. Two angles per further bond therefore fix everything except the common rotation, and the number of independent angles is

$$1+2(r-2)=2r-3 .$$

A four-fold atom has six angles, of which five are independent.

The rule fails for an atom with a single bond and for atoms in certain special positions. With one bond there is no angle, so the number is $0$ and not $2\cdot1-3=-1$. The reason is that a rotation about the single bond leaves its direction unchanged, so that just two of the three rotations act on it. An example of a special position is a three-fold atom lying in the plane of its neighbours, with its bonds pointing all round it. Its three angles add up to $2\pi$, and moving an atom out of the plane changes this sum only at second order. The three gradients then add to zero and two are independent instead of three. A two-fold atom with a straight angle is another example, with the opposite effect: rotation about the line of its bonds does nothing, and a force that holds the angle straight resists bending in two directions instead of one. Such special positions are excluded from now on by taking the geometry to be generic.

For a network in which every atom has at least two bonds, the number of constraints is

$$N_c=\sum_i\left[\frac{r_i}{2}+(2r_i-3)\right]=\frac52\sum_i r_i-3N=5B-3N .$$

Subtracting it from the $3N$ degrees of freedom gives the counted number of floppy modes,

$$F_M=3N-N_c=6N-5B .$$

With $B=N\langle r\rangle/2$, the fraction of all degrees of freedom is

$$\frac{F_M}{3N}=2-\frac56\langle r\rangle ,$$

and this vanishes at

$$\langle r\rangle_c=\frac{12}{5}=2.4 .$$

An atom with $r$ bonds contributes $6-5r/2$ to $F_M$. This is $+1$ for a two-fold atom, $-1.5$ for a three-fold atom and $-4$ for a four-fold atom. Because the contribution is linear in $r$, the count depends on the mean coordination and not on how the coordinations are distributed.

The same result follows from a different picture. Regard an atom together with its bond directions as a small rigid body, which has six freedoms. Two bonded bodies share the line of their bond and its length, so the one relative motion left to them is a rotation about that line. The bond acts as a hinge and removes five of the six relative freedoms, which gives $6N-5B$ at once. In this picture the remaining freedom is twisting about bonds. For two-fold chains, $F_M/(3N)=2-5/3=1/3$, or one twist per atom.

The hinge picture also shows what one-fold atoms do. Such a body can spin about its single bond, but this spin moves no atom and must not be counted. With $n_1$ one-fold atoms,

$$F_M=6N-5B-n_1 .$$

Setting $6-\tfrac52\langle r\rangle-n_1/N=0$ moves the zero to

$$\langle r\rangle_c=2.4-0.4\,\frac{n_1}{N}.$$

Attaching a hydrogen atom to an atom that already has at least two bonds adds three degrees of freedom, one bond length and two independent angles at the host. The balance is zero: in a network with mean coordination above 2, the hydrogen lowers the mean coordination without adding to the counted floppy modes.

So far this is a zero of a count. It differs from the true number of floppy modes whenever some constraints repeat what others already impose. If $R=N_c-\operatorname{rank}G$ is the number of redundant constraints, then

$$F=3N-(N_c-R)=F_M+R ,$$

and since $R\ge0$, the count is a lower bound on $F$. A ring of $m$ two-fold atoms shows how redundancy arises. It has $m$ bonds, so $F_M=6m-5m=m$. As a free body it has at least six zero modes, hence $R\ge6-m$. A five-membered ring has at least one constraint too many, and this surplus cannot hold anything elsewhere in the network.

Above $2.4$ redundancy is unavoidable. For four-fold coordination $F_M=-4N$, which does not mean a negative number of modes but at least $4N$ redundant constraints. Below $2.4$ redundancy can be absent. The value $2.4$ is the true threshold, in the sense that the fraction $F/(3N)$ reaches zero there, if $R/N$ remains negligible up to that point. This is the mean-field assumption behind the result: constraints must be spread so evenly that no region has a surplus while another is still floppy.

A family of model networks shows both situations. Start from a periodic diamond graph with 54 four-fold atoms and 108 links, and insert a total of $S$ two-fold atoms into the links, so that links become chains. Each inserted atom adds one atom and one bond, so $N=54+S$, $B=108+S$, and

$$F_M=6(54+S)-5(108+S)=S-216 .$$

Two inserted atoms per link, $S=216$, give $N=270$, $B=324$ and $\langle r\rangle=648/270=2.4$. All atoms are then displaced at random to remove special symmetries, and the resulting lengths and angles are taken as rest values. The rank of $G$, built with all angles at every atom and with rows scaled to unit length, is found numerically from its singular values. Over all networks discussed here the smallest singular value counted as nonzero is $1.1\times10^{-3}$ and the largest counted as zero is $9\times10^{-16}$, so the separation is clear.

When the chain atoms are spread evenly, with numbers per link that differ by at most one, the results are as follows.

| $S$ | $\langle r\rangle$ | $F_M$ | $F$ | $R$ |
|---:|---:|---:|---:|---:|
| 108 | 2.667 | −108 | 3 | 111 |
| 204 | 2.419 | −12 | 3 | 15 |
| 216 | 2.400 | 0 | 3 | 3 |
| 228 | 2.383 | 12 | 12 | 0 |
| 324 | 2.286 | 108 | 108 | 0 |

In the first three networks the three translations are the sole zero modes. In the last two there is no redundancy and the count gives $F$ itself. At $F_M=0$ there must be at least three redundant constraints, since no internal constraint can stop a translation. This is a finite-size effect. Internal floppy modes are guaranteed by the count once $F_M>3$, and $6-\tfrac52\langle r\rangle=3/N$ puts this point at $\langle r\rangle=2.4-1.2/N$, a shift of about $0.004$ for $N=270$.

The distribution of coordinations can be varied as well. Cut 12 links, no two of which share an atom, and put two chain atoms on each of the other 96. The network now has 24 three-fold atoms, 30 four-fold atoms and 192 two-fold atoms, so $N=246$ and $B=3\times96=288$. The count is $6\times246-5\times288=36$, and the rank also gives $F=36$. Capping the 24 cut ends with one-fold atoms raises $N$ to 270 and $B$ to 312. Then

$$F_M=6\times270-5\times312-24=36,$$

and again $F=36$. Without the correction for one-fold atoms the count would be 60. The zero of the count for this fraction of caps lies at $2.4-0.4\times24/270=2.364$, and the network, at $\langle r\rangle=2.311$, is on the floppy side of it.

An uneven distribution changes the picture. Take a chain of $n$ two-fold atoms and hold everything else still. The chain atoms have $3n$ degrees of freedom. They are subject to $n+1$ bond lengths, $n$ angles at the chain atoms, and at most two independent angle conditions at each end, where the direction of the first chain bond is fixed relative to the other bonds there. The number of motions left is at least

$$3n-(n+1)-n-4=n-5 .$$

A chain of more than five atoms thus stays floppy however rigid its surroundings are. Motions of different chains are independent of one another and of the translations, so

$$F\ge3+\sum_{\text{links}}\max(0,n-5).$$

Now put eight chain atoms on each of 27 links chosen at random and none on the other 81. Again $S=216$, $\langle r\rangle=2.4$ and $F_M=0$. The bound gives $F\ge3+27\times3=84$, and for the one choice of links examined here the rank gives $F=89$; the excess over the bound depends on the choice. Leaving out the translations, 86 of the 810 degrees of freedom are floppy, about 11%, at the very coordination where the count says none. Correspondingly there are 89 redundant constraints. The long chains account for at least 81 of the 86 internal modes. The origin of the remaining five was not examined.

Chain atoms can also be thrown onto the links at random. In a single draw with $S=216$, the rank gives $F=7$, which is four internal modes, or 0.5% of the degrees of freedom. Long chains account for at least three of them. In single draws at $\langle r\rangle=2.5$ and $2.333$, $F$ is 3 and 54. Both equal the larger of 3 and $F_M$, as in the evenly decorated networks of the table. Single draws do not show how often deviations occur. At $\langle r\rangle=2.5$, too, a random draw can put more than five chain atoms on one link, and by the bound above the network then has internal floppy modes although $F_M$ is negative.

To apply the result to a glass, one needs the coordination of each element. If germanium has four bonds and selenium two, a germanium fraction $x$ gives $\langle r\rangle=4x+2(1-x)=2+2x$, and the count vanishes at $x=0.2$. With three-fold arsenic in place of germanium, $\langle r\rangle=2+x$ and $x=0.4$. For the count it does not matter which elements are bonded to each other, as long as each keeps its coordination. The true number of floppy modes can depend on the arrangement, as the even and uneven networks with $S=216$ show. In a simulated structure the coordination depends on the distance up to which two atoms are called bonded. As long as every atom keeps at least two bonds, an error $\delta\langle r\rangle$ from this choice changes $F_M/(3N)$ by $-\tfrac56\,\delta\langle r\rangle$, so an uncertainty of $0.1$ in the coordination amounts to about 8% of all degrees of freedom. The change is smaller if one-fold atoms appear: a bond missed between two two-fold atoms leaves two of them, and $F_M$ rises by $5-2=3$ instead of $5$.

The value $2.4$ also presupposes that every angle is held. If bending at $n_b$ two-fold atoms costs nothing, $n_b$ constraints disappear, and for a network without one-fold atoms

$$F_M=6N-5B+n_b,\qquad \langle r\rangle_c=2.4+0.4\,\frac{n_b}{N}.$$

In a network of corner-sharing tetrahedra with the connectivity of silica, two thirds of the atoms are two-fold. If their angles are free, the zero moves to $2.4+0.4\times\tfrac23=2.667$, which is just the mean coordination $8/3$ of that network. The diamond graph with one chain atom per link has this connectivity. With the two-fold angles free its count rises from $-108$ to $0$, and the rank gives $F=3$, the translations alone. This value holds for bent bridges in generic positions. With regular tetrahedra and straight bridges, as in idealised β-cristobalite, the two-fold atoms lie on straight lines through the crystal, constraints become redundant along these lines, and many more zero modes appear at the same count. The same bonds thus give a heavily overconstrained network or one at the threshold, depending on whether the bridging angle is stiff.

In a real glass the forces left out of the model give the floppy modes a small but finite stiffness. If redundancy is negligible up to the threshold, the fraction of deformations that only these weak forces resist falls to zero there. Single long chains can remain soft above it. Where constraints are redundant, a real network generally cannot bring all lengths and angles to their preferred values and carries internal stress, which the model leaves out. The analysis is also linear: a floppy mode is free of energy to second order in its amplitude, and whether it continues as a large motion is a separate question.
